# Vapour pressure of a liquid precursor from its self-solvation free energy: a program that tests the result

```python
"""
Result under test: a liquid's vapour pressure from its self-solvation free energy,
    P = rho_l * R * T * exp(G / (R*T))          (ideal vapour)
rho_l : molar density of the saturated liquid
G     : free energy of transfer, ideal gas -> liquid, at equal concentrations
The right-hand side is the fugacity f in general; P = f / phi, with phi the
fugacity coefficient of the vapour.
Tests: (1) complete enumeration of a small lattice gas with literal insertion,
(2) equal-area construction for a van der Waals fluid.
SI units inside; kcal/mol, Torr and mol/L in the printed output.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from pyscf.data import elements

R = const.R
KCAL = 1000.0 * const.calorie
TORR = const.torr
ATM = const.atm

# ---------- Test 1: lattice gas, energies in kT, volume in lattice cells ----------
side = 4
cells = side * side
attraction = 5.0                       # energy gained per neighbour pair, in kT
codes = np.arange(2 ** cells)
occupied = ((codes[:, None] >> np.arange(cells)) & 1).reshape(-1, side, side)
neighbours = sum(np.roll(occupied, shift, axis)
                 for shift in (1, -1) for axis in (1, 2))
count = occupied.sum(axis=(1, 2))
pairs = (occupied * neighbours).sum(axis=(1, 2)) / 2
dense = count > cells // 2
dilute = count < cells // 2


def weights(log_activity):
    return np.exp(log_activity * count + attraction * pairs)


def branch_difference(log_activity):
    w = weights(log_activity)
    return np.log(w[dense].sum()) - np.log(w[dilute].sum())


log_z = brentq(branch_difference, -12.0, -8.0, xtol=1e-13)
w = weights(log_z)
lattice_pressure = np.log(w[dilute].sum()) / cells
w_dense = w[dense] / w[dense].sum()
lattice_density = (w_dense * count[dense]).sum() / cells
# Insertion: zero into a filled cell, exp(energy gained) into an empty one
insertion = ((1 - occupied[dense])
             * np.exp(attraction * neighbours[dense])).sum(axis=(1, 2)) / cells
lattice_G = -np.log((w_dense * insertion).sum())
lattice_f = lattice_density * np.exp(lattice_G)
lattice_B = 0.5 - 2.0 * (np.exp(attraction) - 1.0)
lattice_ratio = lattice_pressure / lattice_f
lattice_predicted = 1.0 - lattice_B * lattice_f
assert abs(lattice_ratio - 1.0) < 0.02           # vapour is ideal to about 1 %
assert abs(lattice_ratio - lattice_predicted) < 1e-3   # third-order terms remain

# ---------- Worked example: rough round inputs for a liquid Mg metallocene ----------
T = 330.0
rho = 4500.0                           # mol/m3
G = -8.5 * KCAL
H = -14.0 * KCAL                       # G - T dG/dT along saturation
alpha = 1.0e-3                         # 1/K
carrier_sccm = 100.0
P_total = 50.0 * TORR
molar_mass = (elements.MASSES[12] + 14 * elements.MASSES[6]
              + 18 * elements.MASSES[1])         # g/mol, Mg(C7H9)2
prefactor = rho * R * T
boltzmann = np.exp(G / (R * T))
P = prefactor * boltzmann

# ---------- Test 2: van der Waals fluid with the same liquid density and G ----------
# For a liquid at negligible pressure, u = 1/(1 - b*rho) obeys ln u - 1 - u = G/RT
u = brentq(lambda x: np.log(x) - 1.0 - x - G / (R * T), 2.0, 100.0)
b = (1.0 - 1.0 / u) / rho
a = u * R * T / rho


def vdw_pressure(v, temp):
    return R * temp / (v - b) - a / v ** 2


def liquid_volume(p, temp):
    return brentq(lambda v: vdw_pressure(v, temp) - p, 1.001 * b, 1.35 * b,
                  xtol=1e-18, rtol=1e-14)


def vapour_volume(p, temp):
    ideal = R * temp / p
    return brentq(lambda v: vdw_pressure(v, temp) - p, 0.5 * ideal, 2.0 * ideal,
                  xtol=1e-18, rtol=1e-14)


def area_difference(log_p, temp):
    p = np.exp(log_p)
    vl, vg = liquid_volume(p, temp), vapour_volume(p, temp)
    area = quad(lambda s: vdw_pressure(np.exp(s), temp) * np.exp(s),
                np.log(vl), np.log(vg), epsabs=1e-7, epsrel=1e-11, limit=500)[0]
    return area - p * (vg - vl)


def saturation_pressure(temp):
    return np.exp(brentq(area_difference, np.log(1.0), np.log(1.5e5),
                         args=(temp,), xtol=1e-12))


def vdw_G(density, temp):
    y = b * density
    return R * temp * (-np.log(1 - y) + y / (1 - y)) - 2 * a * density


def vdw_fugacity(density, temp):
    return density * R * temp * np.exp(vdw_G(density, temp) / (R * temp))


P_area = saturation_pressure(T)
B = b - a / (R * T)
nonideality = -B * P / (R * T)
assert abs(P_area / P - 1.0) < 1e-4
assert abs(P_area / P - 1.0 - nonideality) < 1e-5   # liquid compression remains

# Higher temperature: vapour visibly non-ideal, fugacity statement still exact
T_hot = 700.0
P_hot = saturation_pressure(T_hot)
f_hot = vdw_fugacity(1.0 / liquid_volume(P_hot, T_hot), T_hot)
ln_phi = quad(lambda p: vapour_volume(p, T_hot) / (R * T_hot) - 1.0 / p,
              0.0, P_hot)[0]
phi_hot = np.exp(ln_phi)
assert abs(P_hot / f_hot - 1.0) > 0.01
assert abs(P_hot * phi_hot / f_hot - 1.0) < 1e-6

# Heat of vaporization: solvation route against energy plus volume work
step = 0.5
rho_sat, G_sat = [], []
for temp in (T - step, T, T + step):
    density = 1.0 / liquid_volume(saturation_pressure(temp), temp)
    rho_sat.append(density)
    G_sat.append(vdw_G(density, temp))
alpha_model = -(np.log(rho_sat[2]) - np.log(rho_sat[0])) / (2 * step)
H_model = G_sat[1] - T * (G_sat[2] - G_sat[0]) / (2 * step)
heat_solvation = R * T - alpha_model * R * T ** 2 - H_model
vl, vg = liquid_volume(P_area, T), vapour_volume(P_area, T)
heat_direct = a * (1 / vl - 1 / vg) + P_area * (vg - vl)
assert abs(heat_solvation / heat_direct - 1.0) < 1e-3

# Inert gas pressing on the liquid, tested at 10 bar where the effect is visible
P_press = 1.0e6
press_direct = (vdw_fugacity(1 / liquid_volume(P_press, T), T)
                / vdw_fugacity(1 / vl, T))
press_formula = np.exp(vl * (P_press - P_area) / (R * T))
assert press_formula > 1.05
assert abs(np.log(press_direct) / np.log(press_formula) - 1.0) < 0.01

# ---------- Sensitivities, neglected effects and delivery for the example ----------
heat_vap = R * T - alpha * R * T ** 2 - H
slope = heat_vap / (R * T ** 2)
error_factor = np.exp(KCAL / (R * T))
state_factor = R * T * 1000.0 / ATM
state_shift = R * T * np.log(state_factor)
carrier_effect = np.expm1((P_total - P) / (rho * R * T))
dimer_G = -R * T * np.log(0.1 * ATM / P)
precursor_sccm = carrier_sccm * P / (P_total - P)
mol_per_sccm = ATM * 1e-6 / (R * 273.15)
mol_per_min = precursor_sccm * mol_per_sccm
heat_draw = mol_per_min / 60.0 * heat_vap

print("LATTICE GAS (energies in kT, pressure in kT per cell)")
print(f"pair attraction                    {attraction:.1f} kT")
print(f"log activity at coexistence        {log_z:.5f}")
print(f"dense-branch density               {lattice_density:.6f} per cell")
print(f"G from insertion                   {lattice_G:.5f} kT")
print(f"density*exp(G)                     {lattice_f:.5e} kT/cell")
print(f"pressure of dilute branch          {lattice_pressure:.5e} kT/cell")
print(f"pressure/formula                   {lattice_ratio:.5f}")
print(f"same ratio from second virial      {lattice_predicted:.5f}")
print("EXAMPLE INPUTS (rough, liquid Mg metallocene)")
print(f"temperature                        {T:.1f} K")
print(f"liquid molar density               {rho/1000:.2f} mol/L")
print(f"molar mass Mg(C7H9)2               {molar_mass:.1f} g/mol")
print(f"implied mass density               {rho*molar_mass*1e-6:.3f} g/cm3")
print(f"self-solvation free energy G       {G/KCAL:.2f} kcal/mol")
print(f"solvation enthalpy H               {H/KCAL:.2f} kcal/mol")
print(f"liquid expansion coefficient       {alpha:.4f} 1/K")
print("EXAMPLE RESULTS")
print(f"RT                                 {R*T/KCAL:.4f} kcal/mol")
print(f"G/RT                               {G/(R*T):.3f}")
print(f"rho_l*RT                           {prefactor/TORR:.4e} Torr")
print(f"exp(G/RT)                          {boltzmann:.4e}")
print(f"vapour pressure                    {P/TORR:.4f} Torr")
print(f"vapour pressure, converted         {P:.2f} Pa")
print(f"heat of vaporization               {heat_vap/KCAL:.2f} kcal/mol")
print(f"d ln P/dT                          {100*slope:.2f} % per K")
print("VAN DER WAALS TEST FLUID")
print(f"a                                  {a:.3f} Pa m6/mol2")
print(f"b                                  {b*1000:.4f} L/mol")
print(f"equal-area pressure at 330 K       {P_area/TORR:.4f} Torr")
print(f"equal-area/formula minus 1         {P_area/P-1:.3e}")
print(f"second virial coefficient B        {B*1000:.2f} L/mol")
print(f"-BP/RT                             {nonideality:.3e}")
print(f"hot test temperature               {T_hot:.1f} K")
print(f"hot equal-area pressure            {P_hot/TORR:.2f} Torr")
print(f"hot rho_l*RT*exp(G/RT)             {f_hot/TORR:.2f} Torr")
print(f"hot fugacity coefficient           {phi_hot:.5f}")
print(f"heat of vap., solvation route      {heat_solvation/KCAL:.4f} kcal/mol")
print(f"heat of vap., energy + work        {heat_direct/KCAL:.4f} kcal/mol")
print(f"fugacity gain at 10 bar, direct    {press_direct:.5f}")
print(f"fugacity gain at 10 bar, formula   {press_formula:.5f}")
print("SENSITIVITIES, NEGLECTED EFFECTS AND DELIVERY")
print(f"factor in P per 1 kcal/mol in G    {error_factor:.2f}")
print(f"standard-state shift 1 atm/1 M     {state_shift/KCAL:.3f} kcal/mol")
print(f"factor in P if states confused     {state_factor:.2f}")
print(f"carrier gas pressing on liquid     {100*carrier_effect:.3f} %")
print(f"dimer G (1 atm) for 10 % dimers    {dimer_G/KCAL:.2f} kcal/mol")
print(f"carrier flow                       {carrier_sccm:.0f} sccm")
print(f"total pressure                     {P_total/TORR:.0f} Torr")
print(f"precursor flow                     {precursor_sccm:.3f} sccm")
print(f"precursor delivery                 {mol_per_min*molar_mass*1000:.2f} mg/min")
print(f"heat drawn by evaporation          {heat_draw*1000:.1f} mW")
print("finished without a failed check")
```

Running it gives:

```
LATTICE GAS (energies in kT, pressure in kT per cell)
pair attraction                    5.0 kT
log activity at coexistence        -10.00000
dense-branch density               0.999953 per cell
G from insertion                   -9.99995 kT
density*exp(G)                     4.53999e-05 kT/cell
pressure of dilute branch          4.60223e-05 kT/cell
pressure/formula                   1.01371
same ratio from second virial      1.01336
EXAMPLE INPUTS (rough, liquid Mg metallocene)
temperature                        330.0 K
liquid molar density               4.50 mol/L
molar mass Mg(C7H9)2               210.6 g/mol
implied mass density               0.948 g/cm3
self-solvation free energy G       -8.50 kcal/mol
solvation enthalpy H               -14.00 kcal/mol
liquid expansion coefficient       0.0010 1/K
EXAMPLE RESULTS
RT                                 0.6558 kcal/mol
G/RT                               -12.962
rho_l*RT                           9.2610e+04 Torr
exp(G/RT)                          2.3485e-06
vapour pressure                    0.2175 Torr
vapour pressure, converted         29.00 Pa
heat of vaporization               14.44 kcal/mol
d ln P/dT                          6.67 % per K
VAN DER WAALS TEST FLUID
a                                  8.930 Pa m6/mol2
b                                  0.2070 L/mol
equal-area pressure at 330 K       0.2175 Torr
equal-area/formula minus 1         3.456e-05
second virial coefficient B        -3.05 L/mol
-BP/RT                             3.221e-05
hot test temperature               700.0 K
hot equal-area pressure            830.95 Torr
hot rho_l*RT*exp(G/RT)             809.96 Torr
hot fugacity coefficient           0.97474
heat of vap., solvation route      10.2602 kcal/mol
heat of vap., energy + work        10.2602 kcal/mol
fugacity gain at 10 bar, direct    1.08434
fugacity gain at 10 bar, formula   1.08436
SENSITIVITIES, NEGLECTED EFFECTS AND DELIVERY
factor in P per 1 kcal/mol in G    4.59
standard-state shift 1 atm/1 M     2.163 kcal/mol
factor in P if states confused     27.08
carrier gas pressing on liquid     0.054 %
dimer G (1 atm) for 10 % dimers    -3.84 kcal/mol
carrier flow                       100 sccm
total pressure                     50 Torr
precursor flow                     0.437 sccm
precursor delivery                 4.11 mg/min
heat drawn by evaporation          19.6 mW
finished without a failed check
```
